# Topological charge of an axisymmetric polar bubble: a program that tests the result

```python
"""
Topological charge of an axisymmetric polar bubble.

Result under test:  N = (m/2) * [cos Theta(0) - cos Theta(infinity)]
where N = (1/4 pi) * integral of n . (dn/dx x dn/dy) over the plane,
n = P/|P|, Theta(r) is the angle of P from the film normal, and the in-plane
azimuth of P is m*phi + gamma(r), with integer winding m.
Bubble profile: Theta = 2 arctan[sinh(R/w)/sinh(r/w)], R radius, w wall width.
The charge is computed from the Cartesian vector field by finite differences
and quadrature, without using the endpoint formula. Lengths are in nm.
"""
import numpy as np
from scipy.integrate import quad

R = 4.0
WIDTHS = (0.5, 1.0, 2.0)
P0 = 0.5            # C/m^2
DIP = 0.4           # fractional reduction of |P| where P lies in plane
FAR = 40.0          # disc radius standing for the whole plane
WINDOW = 6.0
STEP = 1e-4         # finite-difference step


def bubble_angle(w):
    return lambda r: 2 * np.arctan2(np.sinh(R / w), np.sinh(r / w))


def make_field(theta, m, gamma=lambda r: 0.0 * r):
    """Cartesian polarization with a magnitude that varies through the wall."""
    def field(x, y):
        r = np.hypot(x, y)
        t = theta(r)
        azimuth = m * np.arctan2(y, x) + gamma(r)
        size = P0 * (1 - DIP * np.sin(t)**2)
        return size * np.array([np.sin(t) * np.cos(azimuth),
                                np.sin(t) * np.sin(azimuth), np.cos(t)])
    return field


def density(field, x, y, normalize=True):
    """Charge per area from the definition, by central differences."""
    def vector(a, b):
        p = field(a, b)
        return p / np.linalg.norm(p, axis=0) if normalize else p / P0
    dx = (vector(x + STEP, y) - vector(x - STEP, y)) / (2 * STEP)
    dy = (vector(x, y + STEP) - vector(x, y - STEP)) / (2 * STEP)
    cross = np.cross(dx, dy, axis=0)
    return np.sum(vector(x, y) * cross, axis=0) / (4 * np.pi)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(1200)
ANGLES = 2 * np.pi * (np.arange(16) + 0.5) / 16


def charge(field, radius=FAR, normalize=True):
    r = 0.5 * radius * (NODES + 1)
    weight = 0.5 * radius * WEIGHTS * r * 2 * np.pi / len(ANGLES)
    x = r[:, None] * np.cos(ANGLES)
    y = r[:, None] * np.sin(ANGLES)
    return float(np.sum(weight[:, None] * density(field, x, y, normalize)))


def endpoint_formula(m, start, end):
    return 0.5 * m * (np.cos(start) - np.cos(end))


print(f"bubble radius R = {R:.1f} nm, window radius = {WINDOW:.1f} nm")
print(f"P0 = {P0:.2f} C/m^2, wall reduction c = {DIP:.2f} (no unit)")
print(f"|P| where P lies in plane = {P0 * (1 - DIP):.2f} C/m^2")

# Wall width: total charge, local density and charge in finite windows
print("core down, outside up, winding m = 1:")
for w in WIDTHS:
    field = make_field(bubble_angle(w), 1)
    total = charge(field)
    assert abs(total - endpoint_formula(1, np.pi, 0.0)) < 1e-6
    q_wall = float(density(field, np.array([R]), np.array([0.0]))[0])
    q_formula = -1 / (np.tanh(R / w) * 4 * np.pi * R * w)
    assert abs(q_wall / q_formula - 1) < 1e-5
    inside = charge(field, WINDOW)
    missing = np.sinh(R / w)**2 / (np.sinh(WINDOW / w)**2
                                   + np.sinh(R / w)**2)
    assert abs(inside + 1 - missing) < 1e-6
    half = charge(field, R)
    assert abs(half + 0.5) < 1e-6
    print(f" w = {w:.1f} nm: N = {total:.5f}, "
          f"density at r=R = {q_wall:.5f} nm^-2")
    print(f"   N inside window = {inside:.5f}, "
          f"missing fraction = {missing:.3e}, N inside R = {half:.5f}")

# Azimuthal winding, for every wall width
print("winding series, core down, outside up (w = 1.0 nm printed):")
for m in (-2, -1, 0, 1, 2, 3):
    values = [charge(make_field(bubble_angle(w), m)) for w in WIDTHS]
    assert max(abs(v - endpoint_formula(m, np.pi, 0.0))
               for v in values) < 1e-5
    print(f" m = {m:2d}: N = {values[1] + 0.0:.5f}")

# Helicity, constant or changing with radius
helicities = {
    "radial (gamma = 0)": lambda r: 0.0 * r,
    "tangential (gamma = 90 deg)": lambda r: np.pi / 2 + 0.0 * r,
    "gamma changing with r": lambda r: 0.8 * r**2 / (r**2 + R**2),
}
print("helicity series, m = 1, w = 1.0 nm:")
for name, gamma in helicities.items():
    value = charge(make_field(bubble_angle(1.0), 1, gamma))
    assert abs(value + 1) < 1e-6
    print(f" {name}: N = {value:.5f}")


# Endpoint orientations, with a non-monotonic profile and two length scales
def general_angle(start, end, scale, bump):
    def theta(r):
        s = (r / scale)**2
        return start + (end - start) * (1 - np.exp(-s)) + bump * s * np.exp(-s)
    return theta


print("endpoint series, m = 1 (angles at centre -> far away):")
for start_deg, end_deg in ((180, 0), (0, 180), (180, 90), (180, 60), (0, 360)):
    start, end = np.radians([start_deg, end_deg])
    expected = endpoint_formula(1, start, end)
    for scale in (2.0, 5.0):
        for bump in (0.0, 2.5):
            value = charge(make_field(general_angle(start, end, scale, bump),
                                      1))
            assert abs(value - expected) < 1e-5
    print(f" {start_deg:3d} -> {end_deg:3d} deg: N = {round(value, 5) + 0.0:.5f}")

# Using P/P0 instead of the unit vector
raw_formula = -quad(lambda u: (1 - DIP * (1 - u * u))**3, 0, 1)[0]
for w in WIDTHS:
    raw = charge(make_field(bubble_angle(w), 1), normalize=False)
    assert abs(raw - raw_formula) < 1e-6
print(f"integral with P/P0 in place of n, m = 1: {raw:.5f}")


# Ising wall with a small in-plane component: the limit is not unique
def near_ising(m, small, w=1.0):
    def field(x, y):
        r = np.hypot(x, y)
        s = (r - R) / w
        plane = small * r**2 / (r**2 + w**2) / np.cosh(s)
        azimuth = m * np.arctan2(y, x)
        return P0 * np.array([plane * np.cos(azimuth),
                              plane * np.sin(azimuth), np.tanh(s)])
    return field


print("near-Ising wall, w = 1.0 nm, small in-plane part:")
for m in (-1, 0, 1):
    values = [charge(near_ising(m, small)) for small in (0.2, 0.1)]
    assert max(abs(v + m) for v in values) < 1e-4
    print(f" m = {m:2d}: N = {round(values[0], 4) + 0.0:.4f} (amplitude 0.2), "
          f"{round(values[1], 4) + 0.0:.4f} (amplitude 0.1)")

print("every check passed")
```

Printed output:

```
bubble radius R = 4.0 nm, window radius = 6.0 nm
P0 = 0.50 C/m^2, wall reduction c = 0.40 (no unit)
|P| where P lies in plane = 0.30 C/m^2
core down, outside up, winding m = 1:
 w = 0.5 nm: N = -1.00000, density at r=R = -0.03979 nm^-2
   N inside window = -0.99966, missing fraction = 3.354e-04, N inside R = -0.50000
 w = 1.0 nm: N = -1.00000, density at r=R = -0.01991 nm^-2
   N inside window = -0.98203, missing fraction = 1.797e-02, N inside R = -0.50000
 w = 2.0 nm: N = -1.00000, density at r=R = -0.01032 nm^-2
   N inside window = -0.88412, missing fraction = 1.159e-01, N inside R = -0.50000
winding series, core down, outside up (w = 1.0 nm printed):
 m = -2: N = 2.00000
 m = -1: N = 1.00000
 m =  0: N = 0.00000
 m =  1: N = -1.00000
 m =  2: N = -2.00000
 m =  3: N = -3.00000
helicity series, m = 1, w = 1.0 nm:
 radial (gamma = 0): N = -1.00000
 tangential (gamma = 90 deg): N = -1.00000
 gamma changing with r: N = -1.00000
endpoint series, m = 1 (angles at centre -> far away):
 180 ->   0 deg: N = -1.00000
   0 -> 180 deg: N = 1.00000
 180 ->  90 deg: N = -0.50000
 180 ->  60 deg: N = -0.75000
   0 -> 360 deg: N = 0.00000
integral with P/P0 in place of n, m = 1: -0.42674
near-Ising wall, w = 1.0 nm, small in-plane part:
 m = -1: N = 1.0000 (amplitude 0.2), 1.0000 (amplitude 0.1)
 m =  0: N = 0.0000 (amplitude 0.2), 0.0000 (amplitude 0.1)
 m =  1: N = -1.0000 (amplitude 0.2), -1.0000 (amplitude 0.1)
every check passed
```
